# Tetragonal strain for a thermal-energy splitting of an acceptor quartet

## Problem

A neutral acceptor in a cubic semiconductor binds one hole, and its ground level is fourfold degenerate. The crystal is strained along its cube axes, without shear and with \(e_{xx}=e_{yy}\). The tetragonal part of the strain is

\[
\eta=e_{zz}-e_{xx}.
\]

How large must \(|\eta|\) be for the level to split by the thermal energy \(k_BT\) at \(T=4\) K, if the effective deformation potential of the level has magnitude \(|b'|=1.4\) eV? What stress does this require in silicon, and how far can the linear strain law be trusted when the acceptor is neither spherical nor confined to four bands?

The constant \(b'\) is defined by the strain energy of the quartet, treated as a spin \(J=3/2\) and written in hole energy, which increases downwards on the scale of electron energy:

\[
H=b'\sum_{i=x,y,z}e_{ii}\left(J_i^2-\tfrac54\right).
\]

A common shift proportional to \(e_{xx}+e_{yy}+e_{zz}\) is dropped, since it splits nothing. The sign of \(b'\) is taken negative, as for the valence band of silicon; it decides which states lie lower but not the first-order size of the splitting. Energies are in meV or eV, which suit shallow levels better than hartrees. There is no electric or magnetic field, and the acceptors are dilute enough not to interact.

## First estimate by scaling

To first order, strain brings in a single energy scale, \(|b'||\eta|\). Equating it to the thermal energy gives

\[
|\eta|\sim\frac{k_BT}{|b'|}.
\]

At 4 K, \(k_BT=0.3447\) meV, so

\[
|\eta|\sim\frac{0.3447\ \text{meV}}{1400\ \text{meV}}=2.46\times10^{-4}.
\]

Scaling fixes the proportionality to \(T\) and to \(1/|b'|\). The numerical factor requires the levels themselves.

## Solution to first order in strain

**The spin-3/2 levels.** Put \(e_{yy}=e_{xx}\) and \(e_{zz}=e_{xx}+\eta\) into \(H\):

\[
H=b'e_{xx}\sum_i\left(J_i^2-\tfrac54\right)+b'\eta\left(J_z^2-\tfrac54\right).
\]

The first sum vanishes, because \(\sum_iJ_i^2=\tfrac32\cdot\tfrac52=\tfrac{15}{4}\) and \(3\cdot\tfrac54=\tfrac{15}{4}\). In the second term, \(J_z^2-\tfrac54\) equals \(\tfrac94-\tfrac54=+1\) for \(m=\pm\tfrac32\) and \(\tfrac14-\tfrac54=-1\) for \(m=\pm\tfrac12\). Hence

\[
E_{\pm3/2}=+b'\eta,\qquad E_{\pm1/2}=-b'\eta,\qquad \Delta=2|b'||\eta|.
\]

With \(b'<0\), the doublet \(m=\pm\tfrac32\) is the hole ground state for \(\eta>0\), and \(m=\pm\tfrac12\) for \(\eta<0\).

**The required strain.** Setting \(\Delta=k_BT\) gives

\[
|\eta|=\frac{k_BT}{2|b'|}=\frac{0.3447\ \text{meV}}{2800\ \text{meV}}=1.231\times10^{-4},
\]

or 0.0123 %. The doublets then lie at \(\mp0.172\) meV. Each contains two states, so the degeneracies cancel in thermal equilibrium and the upper doublet holds the fraction

\[
\frac{e^{-\Delta/k_BT}}{1+e^{-\Delta/k_BT}}=\frac{1}{1+e}=0.269.
\]

For \(\Delta\ll k_BT\) this fraction tends to one half; for \(\Delta\gg k_BT\) it falls as \(e^{-\Delta/k_BT}\). The strain found here therefore marks the crossover and does not yet empty the upper doublet.

## Why the law survives beyond the spherical four-band model

A more complete acceptor includes the split-off band. Its hole has an orbital part \(L=1\), a spin 1/2 and an envelope function. With band deformation potential \(b\), and with the small spin-dependent deformation potential and the effect of strain on the effective masses and on the impurity potential neglected, the strain energy is

\[
V=b\sum_ie_{ii}W_i,\qquad W_i=3L_i^2-2.
\]

Since \(\sum_iL_i^2=2\), we have \(\sum_iW_i=6-6=0\), and the same substitution as before gives \(V=b\eta W_z\).

To first order, only the matrix of \(W_z\) within the ground quartet matters. Three symmetries fix its form:

- The cubic rotations that permute the axes make the traces of \(W_x\), \(W_y\) and \(W_z\) over the quartet equal. Their sum is zero, so each trace is zero.
- The fourfold operation about \(z\) (a rotation, or a rotation with inversion) has four different eigenvalues on the quartet, one for each \(m\). As \(W_z\) commutes with it, \(W_z\) is diagonal in \(m\).
- Time reversal leaves \(W_z\) unchanged and exchanges \(m\) with \(-m\), so these two states have equal diagonal elements.

The elements are therefore \(+r\) for \(m=\pm\tfrac32\) and \(-r\) for \(m=\pm\tfrac12\), which means \(W_z\to r(J_z^2-\tfrac54)\) and \(b'=rb\). Neither spherical symmetry nor a large spin-orbit splitting was used.

The size of \(r\) is also limited. The eigenvalues of \(L_z^2\) are 1, 1 and 0, so those of \(W_z\) are 1, 1 and \(-2\). No expectation value of \(W_z\) can exceed 1, and both \(+r\) and \(-r\) are expectation values; hence \(|r|\le1\) and \(|b'|\le|b|\). Unlike the form of the law, this limit relies on \(V\) acting on the orbital part alone; a spin-dependent strain term changes the eigenvalues and, if its sign is opposite to that of the orbital term, the argument no longer holds. For \(m=\pm\tfrac32\), let \(P_0\) be the weight of the orbital state \(L_z=0\). Then

\[
r=(1-P_0)\cdot1+P_0\cdot(-2)=1-3P_0.
\]

A pure s-like envelope with \(J=\tfrac32\) has \(P_0=0\) and \(r=1\). Admixed d-like envelopes bring in \(L_z=0\) and reduce \(r\). This is the sense of "effective": the given 1.4 eV already contains the reduction, which must not be applied again.

A small model shows the role of cubic anisotropy. It has one s envelope at zero energy and five d envelopes at energies \(\varepsilon_a\), each combined with the three orbitals and the spin. The s envelope couples to d envelope \(a\) through \(c_aT_a\), where the \(T_a\) are the five symmetric traceless \(3\times3\) matrices acting on the orbitals, with \(\mathrm{Tr}\,T_aT_b=\delta_{ab}\). The spin-orbit splitting is 44 meV.

With \(\varepsilon=60\) meV and \(c=40\) meV for all five, the model is spherical, and diagonalization gives the same reduction, 0.783, for tetragonal and for shear strain. The shear reduction is the largest eigenvalue of \(L_xL_y+L_yL_x\) within the ground quartet, divided by its value for the bare \(J=\tfrac32\) band edge. A cubic choice takes \(\varepsilon=70\) meV and \(c=25\) meV for both d functions of type \(3z^2-r^2\) and \(x^2-y^2\), and \(\varepsilon=60\) meV and \(c=50\) meV for all three of type \(yz\), \(zx\), \(xy\). The reductions then differ: 0.68 for tetragonal strain and 0.84 for shear. One reduction factor no longer serves both kinds of strain, but the tetragonal law keeps its form. These parameters are chosen for illustration and do not describe a particular acceptor.

## Where the linear law ends

In second order, strain mixes the quartet with higher levels. If the nearest level that it can mix in lies a gap \(G\) above, a quartet state \(|m\rangle\) is lowered by

\[
S_m=\sum_n\frac{|\langle n|V|m\rangle|^2}{E_n-E_0}\le\frac1G\sum_n|\langle n|V|m\rangle|^2
=\frac{\langle V^2\rangle-\langle V\rangle^2}{G},
\]

where \(n\) runs over states outside the quartet. The last step uses completeness and the fact that \(V\) is diagonal within the quartet. The eigenvalues of \(W_z\) satisfy \((W_z-1)(W_z+2)=0\), so \(W_z^2=2-W_z\). With \(\langle W_z\rangle=w=\pm r\),

\[
\langle V^2\rangle-\langle V\rangle^2=(b\eta)^2(2-w-w^2)\le(b\eta)^2(2+r-r^2)
\]

for \(r>0\). Both doublets move down, each by no more than this divided by \(G\), so the splitting changes by no more than the same amount:

\[
|\delta\Delta|\le\frac{(b\eta)^2(2+r-r^2)}{G}.
\]

For boron in silicon, take the rough values \(|b|=2.2\) eV and \(G=20\) meV. Then \(r=1.4/2.2=0.636\), \(|b\eta|=0.271\) meV, and

\[
|\delta\Delta|\le\frac{(0.271\ \text{meV})^2\times2.23}{20\ \text{meV}}=0.0082\ \text{meV},
\]

which is 2.4 % of \(k_BT\). This is a ceiling on the second-order change, not an estimate of it; higher orders add corrections smaller by further powers of \(|b\eta|/G\). In the cubic model above, with \(b=-2.2\) eV and the same \(\eta\), full diagonalization changes the splitting by about \(-0.7\) % for \(\eta>0\) and \(+0.7\) % for \(\eta<0\), inside that model's own bound of 1.7 %. The sign reverses because each doublet's second-order shift is even in \(\eta\), while the order of the doublets is exchanged.

Substituting \(|b\eta|=k_BT/(2r)\) shows how the bound depends on temperature:

\[
\frac{|\delta\Delta|}{k_BT}\le\frac{2+r-r^2}{4r^2}\,\frac{k_BT}{G}.
\]

The linear law is thus safe for this purpose while \(k_BT\ll G\), provided \(r\) is not small.

## Stress and mounting in silicon

For uniaxial stress \(X\) along \([001]\), Hooke's law reads

\[
X=C_{11}e_{zz}+2C_{12}e_{xx},\qquad 0=(C_{11}+C_{12})e_{xx}+C_{12}e_{zz}.
\]

Subtracting the second equation from the first gives \(X=(C_{11}-C_{12})\eta\). With the rough values \(C_{11}=166\) GPa and \(C_{12}=64\) GPa,

\[
|X|=102\ \text{GPa}\times1.231\times10^{-4}\approx13\ \text{MPa}.
\]

Tension makes \(\eta\) positive.

A second case is a layer with a free (001) surface and equal in-plane strains \(e_p\). Zero normal stress requires \(C_{11}e_{zz}+2C_{12}e_p=0\), so

\[
\eta=e_{zz}-e_p=-\left(1+\frac{2C_{12}}{C_{11}}\right)e_p=-1.77\,e_p.
\]

An in-plane strain of magnitude \(7.0\times10^{-5}\) is enough.

The given 1.4 eV is roughly the size appropriate to boron in silicon, so the example lies in a real regime. The calculation also assumes that the applied strain is the only one. A residual tetragonal strain of \(10^{-6}\) splits the level by 2.8 µeV, under 1 % of \(k_BT\). Rigid mounting is far more serious. If a thin (001) sample is glued to a thick copper block and cooled, and the rough contraction mismatch of \(3\times10^{-3}\) is fully transferred, then \(|\eta|=5.3\times10^{-3}\), 43 times the wanted value. The linear law would give a splitting of 15 meV, comparable with \(G\), and can no longer be relied on there: copper compresses the sample in its plane, so \(\eta>0\), and at this strain the cubic model above gives a splitting about 32 % below its linear value. An experiment at the strain calculated here must avoid this mismatch strain, for example with a mount that lets the sample contract freely or one that contracts as silicon does.

## Comparison of estimate and solution

The scaling estimate, \(2.46\times10^{-4}\), is twice the first-order result, \(1.23\times10^{-4}\). The factor of two arises because the doublets move in opposite directions, each by \(|b'\eta|\), so their separation grows twice as fast as either shift. The estimate would be the correct first-order answer if 1.4 eV denoted the whole splitting per unit strain; a quoted deformation potential therefore needs its defining Hamiltonian. This factor of two far outweighs the second-order correction, which is at most 2.4 % with the rough silicon values. For a real acceptor the larger uncertainty lies in \(b'\) itself, since \(|\eta|\propto1/|b'|\): a value of 1.6 eV in place of 1.4 eV would give \(1.08\times10^{-4}\).

## Calculated quantities

```
temperature: 4.0 K
effective deformation potential b_eff: -1.40 eV
thermal energy k_B T: 0.3447 meV
splitting per unit strain 2|b_eff|: 2.80 eV
tetragonal strain |e_zz - e_xx|: 1.2310e-04
same strain from root search: 1.2310e-04
same strain in percent: 0.01231 %
strain if 1.4 eV were the whole splitting per strain: 2.4621e-04
doublet energies at this strain: -0.1723, 0.1723 meV
fraction of acceptors in upper doublet: 0.2689
C11, C12 (rough): 166, 64 GPa
uniaxial [001] stress needed: 12.56 MPa
film factor 1 + 2 C12/C11: 1.771
in-plane biaxial strain needed (magnitude): 6.951e-05
-- test model of a cubic acceptor with split-off states --
spin-orbit splitting used: 44 meV
spherical case, tetragonal and shear reduction: 0.7833, 0.7833
cubic case, tetragonal and shear reduction: 0.6833, 0.8425
cubic case, gap to next level: 25.36 meV
departure from linear splitting, eta > 0: -0.674 %
departure from linear splitting, eta < 0: 0.665 %
bound on that departure: 1.732 %
-- neglected effects, boron in silicon, rough inputs --
band deformation potential (rough): -2.2 eV
reduction factor b_eff/b_band: 0.636
gap to next even-parity level (rough): 20 meV
bound on second-order change of splitting: 0.0082 meV
the same relative to k_B T: 2.4 %
Boltzmann factor of next level: 6e-26
assumed residual strain: 1e-06
splitting from residual strain: 2.80 ueV
contraction mismatch to copper (rough): 3e-03
tetragonal strain if glued rigidly: 5.3e-03
ratio to the wanted strain: 43
linear-law splitting if glued: 15 meV
```
